# Surface potential of a MOS capacitor in deep depletion, part 1

(Sections cited here and not found follow in the second part.)

## First half: the voltage balance and its solution

### A case that can be solved by inspection

A metal gate, an oxide and a p-type semiconductor form a capacitor. A positive step on the gate pushes holes away from the semiconductor surface and leaves a layer of fixed, negatively charged acceptors. Let the layer have width $W$ and acceptor density $N$. The oxide has capacitance $C$ per unit area, the semiconductor has permittivity $\varepsilon$, and $q$ is the positive elementary charge.

The layer holds a charge of magnitude $qNW$ per unit area, so the voltage across the oxide is $qNW/C$. The field in the layer falls linearly from $qNW/\varepsilon$ at the surface to zero at its inner edge. Its average is half the surface value, so the voltage across the layer is $qNW^2/(2\varepsilon)$.

Choose the gate step that divides equally between oxide and semiconductor:

$$\frac{qNW}{C}=\frac{qNW^2}{2\varepsilon}.$$

Dividing both sides by $qNW$ and multiplying by $2\varepsilon$ gives $W=2\varepsilon/C$. Each voltage is then

$$\frac{qN}{C}\,\frac{2\varepsilon}{C}=\frac{2\varepsilon qN}{C^2}\equiv g^2 .$$

The whole step is $2g^2$, and the semiconductor takes $g^2$ of it.

Now double the width. The oxide voltage doubles to $2g^2$, the semiconductor voltage quadruples to $4g^2$, and the step must be $6g^2$. In general, a layer $m$ times as wide as the first one needs a step $(m+m^2)g^2$, of which $m^2g^2$ lies across the semiconductor. Going from width to voltage is immediate. A circuit or device program usually needs the reverse: the gate voltage is given and the semiconductor voltage is wanted. This requires the solution of a quadratic equation, with attention to the root and to the conditions under which the charge picture holds.

### Conventions and the time window

The coordinate $x$ is zero at the oxide interface and increases into the semiconductor. The electrostatic potential $\psi(x)$ is measured from the neutral bulk, where it is zero. The surface potential is $\psi_s=\psi(0)$; for a positive step on a p-type substrate it is positive. The field component along $+x$ is $F=-d\psi/dx$, which is also positive here.

The doping is uniform, the acceptors in the depleted layer are all ionised, and the structure is wide enough to be treated in one dimension. The semiconductor is thicker than the depleted layer, so a neutral bulk remains. The gate is a metal with no depletion layer of its own, and no current passes through the oxide.

Let $V_G$ be the gate voltage relative to the bulk contact and $V_{FB}$ the flat-band voltage, the value at which the semiconductor has no band bending. The control variable is

$$V=V_G-V_{FB}.$$

Before the step the device is at flat band and has no electron layer at its surface. The step takes it to $V>0$.

The word "fast" has two sides. Holes must have time to leave the surface region and restore neutrality in the bulk. Electrons must not have time to accumulate at the surface. If $t_h$ is the hole response time, $t_{step}$ the duration of the step and $t_n$ the time needed to form the final electron layer, a sufficient order is

$$t_h\ll t_{step}\ll t_n .$$

The time of observation after the step must also be much shorter than $t_n$. Within this window the holes are in equilibrium with the bulk contact while the electrons are not. This non-equilibrium state is called deep depletion. A step faster than $t_h$ at first leaves part of the gate voltage across the resistive substrate. The balance below then applies only after a wait of the order of $t_h$.

### Charge, field and potential in the semiconductor

The depletion approximation replaces the gradual fall of the hole density by a sharp edge at $x=W$. The charge density is

$$\rho(x)=\begin{cases}-qN,&0<x<W,\\0,&x>W.\end{cases}$$

Gauss's law in one dimension is $dF/dx=\rho/\varepsilon$. In the depleted layer this gives $dF/dx=-qN/\varepsilon$. The neutral bulk carries no field, so $F(W)=0$. Integrating from $x$ to $W$,

$$F(W)-F(x)=-\frac{qN}{\varepsilon}(W-x),$$

and therefore

$$F(x)=\frac{qN}{\varepsilon}(W-x).$$

The field is positive: it points from the positive gate toward the negative acceptors.

The potential follows from $F=-d\psi/dx$ and $\psi(W)=0$. Integrating the field from the surface to the edge gives

$$\int_0^W F\,dx=\psi(0)-\psi(W)=\psi_s .$$

Substitution of the linear field gives

$$\psi_s=\frac{qN}{\varepsilon}\int_0^W(W-x)\,dx
=\frac{qN}{\varepsilon}\left(W^2-\frac{W^2}{2}\right)
=\frac{qNW^2}{2\varepsilon}.$$

Since $W$ is positive,

$$W=\sqrt{\frac{2\varepsilon\psi_s}{qN}} .$$

The magnitude of the depletion charge per unit area is $Q_d=qNW$. Moving $qN$ inside the square root turns it into $q^2N^2$, one factor of which cancels the denominator:

$$Q_d=qN\sqrt{\frac{2\varepsilon\psi_s}{qN}}=\sqrt{2\varepsilon qN\psi_s}.$$

The actual semiconductor charge is $-Q_d$. Keeping $Q_d$ positive avoids a second sign convention in the voltage balance.

### The oxide and the gate

The change of displacement field in the oxide since flat band equals the displacement field entering the semiconductor. The latter is $\varepsilon F(0)=qNW=Q_d$. For an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$, the corresponding change of oxide field is $Q_d/\varepsilon_{ox}$. Multiplication by the thickness gives the change of oxide voltage,

$$V_{ox}=\frac{Q_dt_{ox}}{\varepsilon_{ox}}=\frac{Q_d}{C},\qquad C=\frac{\varepsilon_{ox}}{t_{ox}} .$$

Fixed charge in the oxide and the work-function difference between gate and semiconductor are present before the step as well. Their contribution to the gate voltage is the same before and after. It is contained in $V_{FB}$ and cancels from $V$. This holds if the oxide charge stays fixed during the step.

Following the potential from the gate to the bulk therefore gives

$$V=\psi_s+V_{ox}=\psi_s+\frac{\sqrt{2\varepsilon qN\psi_s}}{C}.$$

The constants combine into the body factor

$$g=\frac{\sqrt{2\varepsilon qN}}{C},$$

and the balance becomes

$$V=\psi_s+g\sqrt{\psi_s}.$$

Both terms are voltages, so $g$ has the unit $\mathrm V^{1/2}$. Its square is the voltage scale found in the opening case. A thicker oxide or heavier doping raises $g$ and puts more of a given step across the oxide.

### Choosing the root

Let $s=\sqrt{\psi_s}$, which is non-negative by definition. The balance is

$$s^2+gs-V=0.$$

Adding $V+g^2/4$ to both sides completes the square:

$$\left(s+\frac g2\right)^2=V+\frac{g^2}{4}.$$

The two algebraic solutions are

$$s=-\frac g2\pm\sqrt{V+\frac{g^2}{4}} .$$

The lower sign gives a negative $s$ and is rejected. For $V\ge0$ the upper sign gives $s\ge0$, because the square root is at least $g/2$. Squaring this solution gives the surface potential:

$$\boxed{\psi_s=\left(\sqrt{V+\frac{g^2}{4}}-\frac g2\right)^2.}$$

For $V=2g^2$ the square root is $3g/2$ and the formula returns $\psi_s=g^2$. For $V=6g^2$ the square root is $5g/2$ and the formula returns $4g^2$. These are the two cases of the opening.

The rejected solution can reappear if the balance is squared before it is solved. From $V-\psi_s=g\sqrt{\psi_s}$, squaring gives $(V-\psi_s)^2=g^2\psi_s$. This equation has lost the sign of $V-\psi_s$. Its second root is

$$\psi_+=\left(\sqrt{V+\frac{g^2}{4}}+\frac g2\right)^2 .$$

For $V>0$ and $g>0$ this exceeds $V$. The oxide voltage would have to be negative, although the depletion charge requires a positive one. A program that solves the squared equation must therefore select the smaller root.

### Forms suited to computation

Expanding the boxed result gives

$$\psi_s=\left(V+\frac{g^2}{4}\right)-g\sqrt{V+\frac{g^2}{4}}+\frac{g^2}{4},$$

or

$$\psi_s=V+\frac{g^2}{2}-g\sqrt{V+\frac{g^2}{4}} .$$

This form shows the loss of voltage across the oxide, but it subtracts nearly equal numbers when $V\ll g^2$. The boxed form also contains a subtraction. To remove it, multiply and divide $s$ by the sum of its two terms:

$$s=\frac{\left(V+g^2/4\right)-g^2/4}{\sqrt{V+g^2/4}+g/2}
=\frac{V}{\sqrt{V+g^2/4}+g/2}.$$

Hence

$$\psi_s=\left[\frac{V}{\sqrt{V+g^2/4}+g/2}\right]^2.$$

For $V\ge0$ and $g>0$ the denominator is a sum of positive terms, so there is no cancellation. This is the form to implement.

### Large and small steps

For $V\gg g^2$, take $\sqrt V$ out of the square root and use $\sqrt{1+z}\approx1+z/2$ with $z=g^2/(4V)$:

$$g\sqrt{V+\frac{g^2}{4}}\approx g\sqrt V+\frac{g^3}{8\sqrt V}.$$

The expanded form then becomes

$$\psi_s\approx V-g\sqrt V+\frac{g^2}{2}-\frac{g^3}{8\sqrt V}.$$

Most of a large step falls across the semiconductor. The oxide voltage still grows, roughly as $g\sqrt V$, but its share of the total falls as $g/\sqrt V$. The reason is the different dependence on width: the oxide voltage grows as $W$ and the semiconductor voltage as $W^2$.

For $V\ll g^2$, the denominator of the stable form tends to $g$, and

$$\psi_s\approx\frac{V^2}{g^2}.$$

Most of the step now falls across the oxide. This limit is algebraically correct for the depletion balance, but a sharp depletion edge makes sense when $\psi_s$ is much larger than the thermal voltage $\phi=k_BT/q$, where $k_B$ is Boltzmann's constant and $T$ the temperature. The quadratic law therefore needs $V^2/g^2\gg\phi$ together with $V\ll g^2$. Such a range exists if $g^2\gg\phi$. In other structures the depletion approximation fails before the quadratic law is reached.

### Slope and capacitance

The response to a small further change of gate voltage follows from differentiating the balance:

$$\frac{dV}{d\psi_s}=1+\frac{g}{2\sqrt{\psi_s}} .$$

The second term is a ratio of capacitances. Multiply its numerator and denominator by $\sqrt{\psi_s}$, then insert $g\sqrt{\psi_s}=qNW/C$ and $2\psi_s=qNW^2/\varepsilon$:

$$\frac{g}{2\sqrt{\psi_s}}=\frac{g\sqrt{\psi_s}}{2\psi_s}
=\frac{qNW/C}{qNW^2/\varepsilon}=\frac{\varepsilon/W}{C}.$$

Therefore

$$\frac{d\psi_s}{dV}=\frac{C}{C+\varepsilon/W}.$$

This is the voltage divider formed by the oxide capacitance and the depletion capacitance $\varepsilon/W$ in series. As $W$ grows, the slope approaches one.

The same slope can be written in terms of $V$. Differentiating the expanded form gives

$$\frac{d\psi_s}{dV}=1-\frac{g}{2\sqrt{V+g^2/4}} .$$

The change in gate charge since flat band is $C(V-\psi_s)$ per unit area. Its derivative is the small-signal capacitance,

$$C_{ss}=C\left(1-\frac{d\psi_s}{dV}\right)
=\frac{Cg}{2\sqrt{V+g^2/4}}.$$

Dividing numerator and denominator by $g$ and moving the factor 2 inside the square root gives

$$C_{ss}=\frac{C}{\sqrt{1+4V/g^2}} .$$

The signal must satisfy the same time conditions as the step: slow enough for holes and fast enough to leave the number of electrons unchanged. Under these conditions the capacitance continues to fall as $V$ rises, because the depletion layer continues to widen.

## Second half: corrections, example and limits of use

### Symbols and results carried over

$V$ is the gate voltage above flat band, $\psi_s$ the surface potential relative to the neutral bulk, $N$ the acceptor density, $\varepsilon$ the semiconductor permittivity, $C$ the oxide capacitance per area and $\phi=k_BT/q$ the thermal voltage. With $g=\sqrt{2\varepsilon qN}/C$, the depletion approximation gives

$$V=\psi_s+g\sqrt{\psi_s},\qquad
\psi_s=f(V)\equiv\left(\sqrt{V+\frac{g^2}{4}}-\frac g2\right)^2.$$

The depletion width is $W=\sqrt{2\varepsilon\psi_s/(qN)}$, and the slope $f'(V)$ lies between zero and one for $V>0$.

This part has derived the surface potential after a fast gate step in the depletion approximation, together with its slope and the small-signal capacitance. What remains are the corrections for the hole tail and for electrons already at the surface, a 5 V example, the comparison with equilibrium, and the limits of use.
